Blatt's lattice-dilation correction to the Friedel sum rule, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The host charge displaced by a misfitting solute

**A cavity in a uniform background**

Take a monovalent metal and smear its ions into a uniform positive background. Each atom occupies the volume Ω, so the background charge density is e/Ω. Cut out a cavity of volume Ω, which removes the charge +e, and put a solute ion of charge +e into it. The total positive charge is unchanged. Counting valences alone, the conduction electrons have no net charge to screen.

Now let the solute be too large for its site. It pushes the cavity wall outward until the cavity has the volume Ω(1 + v). Suppose that the background outside moves without changing its density. Then background of volume vΩ, carrying the charge +ve, has left every fixed sphere that encloses the solute. The charge inside such a sphere, measured against the undisturbed metal, is now

−ve.

The electrons see a repulsive defect although solute and host have equal valences. For a host ion of valence Z_h and a solute ion of valence Z_s, the same count gives

Z_eff = Z_s − Z_h − Z_h v.   (1)

The first two terms exchange one ion for another. The third is the host charge pushed away. A positive Z_eff attracts electrons, and charges are in units of e from here on.

Two questions remain. Does the crystal around the solute move without a change of density? And how is v found from the measured swelling of an alloy? The second needs care, because the swelling of a finite crystal is larger than the volume pushed through a sphere deep inside it.

**The displacement around the solute**

Assume that the host is an isotropic, linearly elastic solid outside a small core, and that the solute pushes equally in all directions. The displacement is then radial, u(r). A radial line element dr becomes dr(1 + u′), where the prime is d/dr. A circle of length 2πr becomes one of length 2π(r + u). The strains are therefore

e_rr = u′,   e_θθ = e_φφ = u/r,

and the relative change of volume, to first order, is

θ = u′ + 2u/r = (1/r²) d(r²u)/dr.   (2)

With Lamé constants λ and μ the stresses are

σ_rr = λθ + 2μu′,   σ_θθ = λθ + 2μu/r.

Consider a narrow cone between r and r + dr. Per unit solid angle, the end faces give the net radial force d(r²σ_rr), while the side faces pull inward with 2rσ_θθ dr. The balance of forces, divided by r²dr, is

dσ_rr/dr + (2/r)(σ_rr − σ_θθ) = 0.

Inserting the stresses gives

λθ′ + 2μu″ + 4μ(u′/r − u/r²) = 0.

From equation (2), θ′ = u″ + 2u′/r − 2u/r², so the terms in μ are together 2μθ′. Hence

(λ + 2μ)θ′ = 0.

The dilation θ is a constant, which we call 3α. Equation (2) then reads d(r²u)/dr = 3αr², and one integration gives

u(r) = C/r² + αr.   (3)

The term C/r² is the field of the solute in an infinite crystal. It stretches the crystal around the solute sideways and compresses it radially, with no change of density to first order. The volume that it carries through a sphere of any radius is

4πr² · C/r² = 4πC.   (4)

So the surrounding crystal is strained, but this field does not dilate it. The host charge is displaced by transport through the sphere, as in the opening example, and

v = 4πC/Ω.   (5)

**The free surface and the measured swelling**

Let the crystal be a sphere of radius R with the solute at its centre and no force on its surface. From equation (3),

u′ = α − 2C/r³,   u/r = α + C/r³.

The radial stress is therefore

σ_rr = 3λα + 2μ(α − 2C/r³) = 3Bα − 4μC/r³,

where B = λ + 2μ/3 is the bulk modulus. It must vanish at r = R, so

α = 4μC/(3BR³).   (6)

This uniform strain is called the image strain. It becomes small as 1/R³, but it acts on a volume that grows as R³. Its contribution to the total expansion therefore survives in a large crystal:

ΔV = 4πR²u(R) = 4πC + 4παR³ = 4πC[1 + 4μ/(3B)].   (7)

Define the elastic factor γ as the ratio of the total expansion to the volume pushed through an inner sphere:

γ = ΔV/(4πC) = 1 + 4μ/(3B).   (8)

To write γ with Poisson's ratio ν, use Young's modulus E. The relations 3B = E/(1 − 2ν) and 2μ = E/(1 + ν) give μ/B = 3(1 − 2ν)/[2(1 + ν)]. Thus

γ = 1 + 2(1 − 2ν)/(1 + ν) = 3(1 − ν)/(1 + ν).   (9)

Let c be the atomic fraction of solute. At small c the expansions add, and the relative swelling per unit atomic fraction is

s = (1/Ω) dΩ/dc = ΔV/Ω.

For a cubic crystal Ω is proportional to the cube of the lattice parameter a, so s = (3/a) da/dc. Equations (5) and (8) now give

v = s/γ.   (10)

If μ = 0 there is no image expansion, γ = 1 and v = s. A solid with μ > 0 has γ > 1, and putting the measured s directly into equation (1) would overstate the displaced charge by the factor γ. A solute that shrinks the crystal has s < 0, draws host charge inward and makes the third term of equation (1) positive.

**A solute away from the centre**

A real solute is seldom at the centre of a sphere. To see that the total expansion does not depend on this, represent the solute at x₀ by the force density of an isotropic force dipole of strength P,

f_i = −P ∂_i δ(x − x₀).

Repeated indices are summed. Multiply the equilibrium condition ∂_jσ_ij + f_i = 0 by x_i and integrate over the crystal. Integration by parts gives

∫ x_i ∂_jσ_ij dV = −∫ σ_ii dV,

because the surface carries no force. It also gives

∫ x_i f_i dV = P ∫ (∂_i x_i) δ(x − x₀) dV = 3P.

Thus ∫σ_ii dV = 3P. In an isotropic or cubic crystal σ_ii = 3Bθ, so

ΔV = ∫ θ dV = P/B.   (11)

Neither the position of the solute nor the shape of the sample appears. The result assumes one set of elastic constants throughout. A core with other constants changes the value of P, which is found from the measured s in any case.

**Counting ions on a lattice**

A sharp sphere gives an irregular count on a lattice, because whole ions enter or leave as its radius changes. Use instead a smooth weight w(r), equal to one near the solute and falling to zero far away. An ion that moves from r to r + u changes the weighted count by w′(r)u to first order. If w changes slowly over a lattice spacing, the sum over ions may be replaced by an integral with density 1/Ω:

Σ w′(r_j)u(r_j) ≈ (1/Ω) ∫ 4πr² w′(r)(C/r²) dr
= (4πC/Ω) ∫ w′(r) dr
= −4πC/Ω = −v.   (12)

The last integral is −1 because w falls from one to zero. The detailed shape of w drops out. The next term in the displacement contains w″u²/2. Since u² = C²/r⁴, it vanishes as the window is made larger.

This was tested on a body-centred cubic lattice with a = 0.53 nm and C = 0.000860 nm³. The weight was one up to 4a and zero beyond 23a. The weighted loss was 0.1452 ions, equal to the value of v used to set C.

**Why the image strain does not enter the defect charge**

The image strain also carries ions out of a fixed sphere, of volume V say. It lowers the host charge inside by 3αZ_hV/Ω. It lowers the density of the surrounding neutral metal as well, and the defect must be measured against that metal. To first order,

host charge inside = Z_h[V/Ω − 1 − v − 3αV/Ω],

electron charge of the uniform strained metal = Z_h[V/Ω − 3αV/Ω].

The −1 is the host ion that was replaced. Subtracting the second line from the first and adding the solute charge Z_s gives

Z_s − Z_h − Z_h v,

which is equation (1). The neglected terms are products of α and v.

The same answer follows from the average composition of a dilute alloy. The mean positive charge per atom is Z_h + c(Z_s − Z_h), and the mean volume per atom is Ω(1 + cγv). The part cv is pushed out around the solutes; the part c(γ − 1)v is image expansion, so the metal between the solutes has the charge density

(Z_h/Ω)[1 − c(γ − 1)v].

Multiplied by the mean volume per atom, this is Z_h(1 + cv) to first order in c. The positive charge in excess of the uniform metal is then

Z_h + c(Z_s − Z_h) − Z_h(1 + cv) = c(Z_s − Z_h − Z_h v).

Divided by c, it is again Z_eff for each solute.

Two tests bear on this cancellation. In the lattice count, an image strain corresponding to one atomic percent was added, and the loss was measured against the uniformly strained lattice. It remained 0.1452. In the second test the elastic energy of a sphere was minimized by finite elements. The inner wall, at 0.2610 nm, was pushed outward; the outer wall, at 30 times that radius, was free. With B = 3.300 GPa and μ = 0.933 GPa, the total expansion divided by the volume swept by the inner wall was 1.3770, in agreement with equation (8). After subtraction of the uniform dilation found inside the sphere, the ratio was 0.99998.

**Cubic crystals**

Many metals are elastically anisotropic. The density around the solute then does change locally, but the charge leaving a sphere centred on the solute can still be found. Put the solute at the origin and write each field as a sum of waves exp(ik·r). The force dipole has the transform −iPk, and equilibrium becomes

Γ(k) u(k) = −iPk.

Here Γ is the acoustic tensor. For a cubic crystal and a unit vector n,

Γ_ii = C₁₁n_i² + C₄₄(1 − n_i²)   (no sum),

Γ_ij = (C₁₂ + C₄₄)n_i n_j   for i ≠ j.

Since Γ(k) = k²Γ(n) for k = kn, the transform of the dilation is

θ(k) = ik·u(k) = P g(n),   g(n) = n·Γ(n)⁻¹·n.   (13)

It depends on the direction of k but not on its length. To integrate θ over a sphere, multiply by the transform of the function that is one inside the sphere and zero outside. That transform depends only on |k|, so g may be replaced by its average over directions, ⟨g⟩. The remaining integral over k is the value of the sphere function at the origin, which is one. The volume leaving the sphere is therefore P⟨g⟩. Dividing equation (11) by it gives

γ_cubic = 1/(B⟨g⟩).   (14)

In an isotropic solid Γ(n)n = (λ + 2μ)n, hence g = 1/(λ + 2μ) and γ = (λ + 2μ)/B = 1 + 4μ/(3B), as before.

With C₁₁ = 3.7 GPa, C₁₂ = 3.1 GPa and C₄₄ = 1.9 GPa, the anisotropy ratio 2C₄₄/(C₁₁ − C₁₂) is 6.33, where an isotropic solid would have 1. Equation (14) gives γ_cubic = 1.3565. The isotropic formula gives 1.3770 if μ is the Hill average, the mean of the uniform-strain and uniform-stress estimates. The two displaced charges differ by about 1.5 percent. This closeness depends on the average chosen: the uniform-strain and uniform-stress estimates of μ, used alone, give γ = 1.509 and 1.245. The flux through a sphere was also computed in real space from the elastic Green function. Its ratio to P⟨g⟩ was 1.00000.

The average hides a spread over directions. For a slow wave along n, the displaced volume per atomic volume is sBg(n). With s = 0.20 this is 0.178 along ⟨100⟩ and 0.113 along ⟨111⟩, while the average is 0.147. The spherical potential used in Part 2 represents only the average.

## Part 2. Screening, scattering and a worked example

**Results carried over**

The host has valence Z_h, atomic volume Ω and elastic factor γ = 3(1 − ν)/(1 + ν). A solute of valence Z_s swells the crystal by s = (3/a) da/dc per unit atomic fraction. It pushes the host volume vΩ out of any large surrounding sphere, with v = s/γ, and leaves the defect charge

Z_eff = Z_s − Z_h − Z_h v   (15)

in units of e. Positive Z_eff attracts electrons. The symbol B is the bulk modulus and C is the strength of the displacement C/r².

A misfitting solute displaces host charge, so the charge to be screened is Z_eff = Z_s − Z_h − Z_h v, where v is the measured swelling s divided by the elastic factor γ. It remains to find how the conduction electrons screen this charge, and what resistivity follows.
